# Tensor expansion of the spin-spin dipolar operator and a matrix element, part 1

(Sections cited here and not found follow in the second part.)

## First half: the operator and its expansion

### 1. What symmetry and scaling fix

Two electrons have positions $\mathbf r_1$ and $\mathbf r_2$ measured from the nucleus, and $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$. The spatial part of their magnetic dipole interaction is the function

$$T_q(\mathbf r_1,\mathbf r_2)=\frac{C^2_q(\hat{\mathbf r}_{12})}{r_{12}^3},\qquad q=-2,\dots,2 .$$

Here $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, with Condon-Shortley phases, so that $C^k_q(\hat{\mathbf z})=\delta_{q0}$ and $C^k_0=P_k(\cos\theta)$. We want $T_q$ as a sum of products of one-electron functions. Three properties nearly determine that sum when $r_1<r_2$.

**It is harmonic.** Laplace's equation for $f(r)C^2_q$ requires $(r^2f')'=6f$. For $f=r^{-3}$ we have $r^2f'=-3r^{-2}$, whose derivative is $6r^{-3}=6f$. Hence $T_q$ satisfies Laplace's equation in $\mathbf r_1$ and in $\mathbf r_2$ wherever the two positions differ. As a function of $\mathbf r_1$ it is regular throughout the ball $r_1<r_2$, so it can be expanded there in regular solid harmonics:

$$T_q=\sum_{k,m} r_1^k\,C^k_m(\hat{\mathbf r}_1)\,g^{q}_{km}(\mathbf r_2).$$

**It has dimension length$^{-3}$.** If both positions are multiplied by $\lambda$, $T_q$ is multiplied by $\lambda^{-3}$. Therefore $g^q_{km}$ is homogeneous of degree $-(k+3)$. It is also harmonic for every $\mathbf r_2\neq0$, because $r_1$ may be taken as small as we like. The harmonic functions with angular momentum $l$ go as $r_2^{l}$ or $r_2^{-l-1}$. A negative degree selects the second, and $l+1=k+3$ gives

$$l=k+2 .$$

**It is a tensor of rank two.** When both positions are rotated together, the five $T_q$ transform among themselves as the components of a rank-two tensor. The products $C^k_mC^{k+2}_{m'}$ contain rank two once. The combination that transforms correctly is therefore unique up to a factor:

$$[C^k(1)\times C^{k+2}(2)]^2_q=\sum_m\langle k\,m,\,k{+}2\;q{-}m|2\,q\rangle\,C^k_m(\hat{\mathbf r}_1)\,C^{k+2}_{q-m}(\hat{\mathbf r}_2).$$

The answer for $r_1<r_2$ thus has the form

$$T_q=\sum_{k=0}^\infty A_k\,\frac{r_1^k}{r_2^{k+3}}\,[C^k(1)\times C^{k+2}(2)]^2_q, \tag{1}$$

with pure numbers $A_k$ still to be found. The higher rank belongs to the outer electron. This is a consequence of regularity at $r_1=0$ and the degree $-3$; it is not a convention.

### 2. The spin-spin operator in tensor form

In atomic units, with electron $g$ factor 2 and spins in units of $\hbar$, the dipolar part of the Breit-Pauli interaction of two electrons is

$$H=\alpha^2\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r_{12}^3}-\frac{3(\mathbf s_1\cdot\mathbf r_{12})(\mathbf s_2\cdot\mathbf r_{12})}{r_{12}^5}\right].$$

The Breit-Pauli Hamiltonian also has a scalar contact interaction proportional to $\mathbf s_1\cdot\mathbf s_2\,\delta^3(\mathbf r_{12})$. It is a separate operator of rank zero and is left out here.

Let $\mathbf n=\mathbf r_{12}/r_{12}$. To separate spin from space, first choose the $z$ axis along $\mathbf n$. The spherical components of a spin are $s_0=s_z$ and $s_{\pm1}=\mp(s_x\pm is_y)/\sqrt2$. The coupling coefficients are $\langle1\,{\pm1},1\,{\mp1}|20\rangle=1/\sqrt6$ and $\langle10,10|20\rangle=2/\sqrt6$, so

$$[s_1\times s_2]^2_0=\frac{s_{1,+1}s_{2,-1}+s_{1,-1}s_{2,+1}+2s_{1z}s_{2z}}{\sqrt6}.$$

The first two products add to $-(s_{1x}s_{2x}+s_{1y}s_{2y})$, because their mixed $xy$ terms cancel. Writing this sum as $-\mathbf s_1\cdot\mathbf s_2+s_{1z}s_{2z}$ gives

$$[s_1\times s_2]^2_0=\frac{3s_{1z}s_{2z}-\mathbf s_1\cdot\mathbf s_2}{\sqrt6}.$$

In this frame $C^2_q(\mathbf n)=\delta_{q0}$. Consequently

$$3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)-\mathbf s_1\cdot\mathbf s_2=\sqrt6\sum_q(-1)^q[s_1\times s_2]^2_{-q}\,C^2_q(\mathbf n).$$

Both sides are scalars under a common rotation of spins and positions, so the identity holds in any frame. The bracket in $H$ is minus the left side divided by $r_{12}^3$. Hence

$$H=-\alpha^2\sqrt6\sum_q(-1)^q[s_1\times s_2]^2_{-q}\,T_q . \tag{2}$$

The problem is now the expansion of $T_q$ alone.

### 3. The size of the coefficients

Put both positions on the positive $z$ axis, with $r_1<r_2$. Then $\mathbf r_{12}$ points along $-\hat{\mathbf z}$. Since $P_2$ is even, $C^2_0(-\hat{\mathbf z})=1$, and the left side of (1) for $q=0$ is

$$\frac1{(r_2-r_1)^3}=\sum_{k=0}^\infty\binom{k+2}{2}\frac{r_1^k}{r_2^{k+3}} .$$

On the right side, the term $m=0$ alone survives. Define $\kappa_k=\langle k0,\,k{+}2\;0|20\rangle$. Comparing powers of $r_1/r_2$ gives

$$A_k\,\kappa_k=\binom{k+2}{2}=\frac{(k+1)(k+2)}2 . \tag{3}$$

We need $\kappa_k$. When both harmonics in a coupled product have the same argument $\mathbf n$, the product is a rank-$L$ tensor built from one unit vector, hence proportional to $C^L(\mathbf n)$. Evaluation at $\mathbf n=\hat{\mathbf z}$ fixes the factor:

$$[C^k(\mathbf n)\times C^{k+2}(\mathbf n)]^L_q=\langle k0,\,k{+}2\;0|L0\rangle\,C^L_q(\mathbf n). \tag{4}$$

The coupling coefficients form an orthogonal matrix, so the coupling can be inverted. For the components with $m=m'=0$ this gives

$$P_kP_{k+2}=\sum_L\langle k0,\,k{+}2\;0|L0\rangle^2P_L .$$

Multiply by $P_2$ and integrate over $x=\cos\theta$. Since $\int_{-1}^1P_2^2\,dx=2/5$,

$$\kappa_k^2=\frac52\int_{-1}^1P_kP_{k+2}P_2\,dx .$$

The recurrence $(2k+1)xP_k=(k+1)P_{k+1}+kP_{k-1}$, used twice, shows that $x^2P_k$ contains $P_{k+2}$ with coefficient $(k+1)(k+2)/[(2k+1)(2k+3)]$. In $P_2P_k=(3x^2-1)P_k/2$ that coefficient is multiplied by $3/2$. With $\int P_{k+2}^2dx=2/(2k+5)$ we obtain

$$\kappa_k^2=\frac{15}{2}\,\frac{(k+1)(k+2)}{(2k+1)(2k+3)(2k+5)} .$$

For $k=0$ this is 1, as it must be. Equation (3) then yields

$$A_k^2=\frac{(k+1)^2(k+2)^2}{4\kappa_k^2}=\frac{(k+1)(k+2)(2k+1)(2k+3)(2k+5)}{30} .$$

The quotient $(2k+5)!/(2k)!$ is the product of the integers from $2k+1$ to $2k+5$. Two of them are $2(k+1)$ and $2(k+2)$, so the quotient is $4\times30=120$ times $A_k^2$. Since $120=5!$,

$$|A_k|=\sqrt{\frac{(2k+5)!}{5!\,(2k)!}} .$$

### 4. The sign of the coefficients

The sign depends on the phase convention for coupling coefficients, which takes $\langle j_1j_1,\,j_2\;J{-}j_1|JJ\rangle$ positive. For our case the positive coefficient is

$$a_k=\langle k\,k,\,k{+}2\;2{-}k|22\rangle>0 .$$

We therefore isolate the part of $T_2$ that contains $C^k_k(1)$. Let $u=x+iy$ and $\bar u=x-iy$, so that $r^2=u\bar u+z^2$. Each order in the components of $\mathbf r_1$ in (1) is a polynomial identity, so we may continue $u_1$, $\bar u_1$ and $z_1$ to independent values and set $\bar u_1=z_1=0$. A monomial of degree $k$ that survives is $u_1^k$, and among the $r_1^kC^k_m$ it occurs for $m=k$ alone:

$$r_1^kC^k_k=(-1)^k c_k\,u_1^k,\qquad c_k>0 .$$

Since $C^2_2=\tfrac{\sqrt6}{4}\sin^2\theta\,e^{2i\phi}$ and now $r_{12}^2=(u_2-u_1)\bar u_2+z_2^2=r_2^2-u_1\bar u_2$, the left side of (1) is

$$T_2=\frac{\sqrt6}4\,\frac{(u_2-u_1)^2}{(r_2^2-u_1\bar u_2)^{5/2}} .$$

Take $\mathbf r_2$ close to the positive $z$ axis, where $u_2$ and $\bar u_2$ are small. For $k\ge2$ the leading coefficient of $u_1^k$ comes from $u_1^2$ in the numerator and $(u_1\bar u_2)^{k-2}$ from the expanded denominator. It is a positive number times $\bar u_2^{k-2}$.

On the right side stands $A_ka_k(-1)^kc_k\,C^{k+2}_{2-k}(2)/r_2^{k+3}$. With Condon-Shortley phases, a harmonic with $m=-(k-2)\le0$ is, near the axis, a positive number times $\bar u_2^{k-2}$. Hence $(-1)^kA_k>0$.

For $k=1$ the leading coefficient on the left is a negative number times $u_2$. On the right, $C^1_1$ brings one minus sign and $C^3_1$, which is a negative number times $u_2$ near the axis, brings another. So $A_1<0$. For $k=0$, equation (3) gives $A_0=1$. In all cases

$$A_k=(-1)^k\sqrt{\frac{(2k+5)!}{5!\,(2k)!}},\qquad A_0=1,\quad A_1=-\sqrt{21},\quad A_2=\sqrt{126}. \tag{5}$$

### 5. The other ordering of the radii

For $r_1>r_2$ we use the evenness of $C^2_q$, which makes $T_q$ unchanged when the labels are exchanged. The result is (1) with 1 and 2 interchanged. Reversing the order of the factors in the coupled product costs a phase $(-1)^{k+(k+2)-2}=+1$. The expansion for all $r_1\neq r_2$ is therefore

$$\begin{aligned}T_q=\sum_kA_k\Big\{&\theta(r_2-r_1)\frac{r_1^k}{r_2^{k+3}}[C^k(1)\times C^{k+2}(2)]^2_q\\&+\theta(r_1-r_2)\frac{r_2^k}{r_1^{k+3}}[C^{k+2}(1)\times C^k(2)]^2_q\Big\}.\end{aligned} \tag{6}$$

Both terms have the radial kernel $r_<^k/r_>^{k+3}$, with rank $k+2$ on the outer electron. A product with fixed electron labels has a one-sided kernel, and its mirror term must be added. In this respect the operator differs from the Coulomb repulsion, where both electrons carry the same rank and one symmetric kernel serves both regions.

Each term has a simple meaning. The inner electron enters through its multipole of order $k$. The outer electron enters through a moment of order $k+2$ weighted by $r_>^{-k-3}$. The two extra units of rank come from the two derivatives that turn a Coulomb potential into a dipole-dipole interaction. As $r_</r_>\to0$ at fixed $r_>$, the terms with $k\ge1$ vanish and $T_q$ tends to the term $k=0$: a magnetic dipole at the origin meets the quadrupolar spin density of the outer electron. For directions with $C^2_q(\hat{\mathbf r}_>)=0$ this limit is itself zero. At a finite ratio it need not dominate a given component; in Section 6 the ratio is about 0.15, and for $q=0$ the higher terms cancel it completely.

The series converges for $r_<<r_>$. On the common axis its terms are $\binom{k+2}{2}(r_</r_>)^k$ in units of $r_>^{-3}$. The ratio of successive terms is $\frac{k+3}{k+1}\,r_</r_>$. When the radii are close the terms first grow and then decrease slowly; when the radii are equal they grow without bound.

### 6. A check at one pair of points

Take $\mathbf r_1=(0.1,-0.2,0.2)$ and $\mathbf r_2=(1.2,0.9,1.3)$ bohr, so $r_<=0.3000$ and $r_>=1.9849$ bohr. The difference $\mathbf r_{12}=(-1.1,-1.1,-1.1)$ bohr lies along a cube diagonal. There $\cos^2\theta=1/3$, and $T_0$ vanishes. The series for $q=0$ must then sum to zero although its terms do not.

The term $k=0$ is $C^2_0(\hat{\mathbf r}_2)/r_2^3$. With $\cos^2\theta_2=1.69/3.94=0.42893$ it equals $0.14340/7.8207=0.018336$ bohr$^{-3}$.

The term $k=1$ is the part of $T_0$ linear in $\mathbf r_1$. It can be found without any coupling coefficient. Since $T_0$ is $f(\mathbf r)=3z^2/(2r^5)-1/(2r^3)$ taken at $\mathbf r_2-\mathbf r_1$, the linear part is $-\mathbf r_1\cdot\nabla f(\mathbf r_2)$, or

$$-\left[\frac{3z_1z_2}{r_2^5}-\frac{15z_2^2(\mathbf r_1\cdot\mathbf r_2)}{2r_2^7}+\frac{3(\mathbf r_1\cdot\mathbf r_2)}{2r_2^5}\right].$$

With $\mathbf r_1\cdot\mathbf r_2=0.20$ bohr$^2$ the three terms in the bracket are $0.025314$, $-0.020881$ and $0.009736$. The linear part is thus $-0.014169$ bohr$^{-3}$, and the sum through $k=1$ is $0.004167$ bohr$^{-3}$. This agrees with the coupled-tensor sum, and so supports both the size and the sign of $A_1$.

The next partial sums are $-0.000344$, $-0.000240$ and $-0.000019$ bohr$^{-3}$. Through $k=12$, the largest absolute error over all five components and both orderings of the radii is $4.3\times10^{-11}$ bohr$^{-3}$. If the rank $k+2$ is given to the inner electron instead, the sum for $q=0$ is $0.003568$ bohr$^{-3}$, not zero.

## Second half: coincident electrons and one matrix element

### 7. Symbols and results carried over

The spatial tensor is $T_q=C^2_q(\hat{\mathbf r}_{12})/r_{12}^3$. The operator is $H=-\alpha^2\sqrt6\sum_q(-1)^q[s_1\times s_2]^2_{-q}T_q$. For unequal radii,

$$T_q=\sum_kA_k\frac{r_<^k}{r_>^{k+3}}[C^k(<)\times C^{k+2}(>)]^2_q, \tag{7}$$

where $<$ and $>$ denote the inner and outer electron. The coefficients are $A_0=1$, $A_1=-\sqrt{21}$, $A_2=\sqrt{126}$, and $A_k\langle k0,k{+}2\;0|20\rangle=\binom{k+2}{2}$. Atomic units are used, with lengths in bohr.

The expansion of $T_q$ for unequal radii is now complete, with the size and sign of every coefficient fixed and the series checked at one pair of points. It remains to settle what the series means when the electrons coincide, and to use it to evaluate one matrix element.

Numbers in the example were calculated in double precision.
